# Photoionization of a hydrogenic donor with exact Coulomb final states: a numerical check

```python
"""Photoionization of a hydrogenic donor from 1s into exact Coulomb p waves.

Result under test (lengths in donor radius a, energies in binding energy R):
  sigma = 4 pi^2 (alpha/n) a^2 df/du,   u = photon energy / R = 1 + k^2,
  df/du = (128/3) u^-4 exp(-4 arctan(k)/k) / (1 - exp(-2 pi/k)).
k: final wave number times a; n: refractive index; alpha: fine-structure
constant; df/du: oscillator strength per unit u.
Limits: df/du -> 128/(3 e^4) at threshold, 64/(3 pi) u^(-7/2) at high u.
"""
import numpy as np
import mpmath as mp
from math import factorial
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import eval_genlaguerre, jv, spherical_jn, zeta


def strength(k):
    """Derived closed formula for df/du."""
    u = 1 + k * k
    return (128 / 3 * u**-4 * np.exp(-4 * np.arctan(k) / k)
            / (1 - np.exp(-2 * np.pi / k)))


def tail(u):
    return 64 / (3 * np.pi) * u**-3.5


THRESHOLD = 128 / (3 * np.e**4)


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, float)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * x).ravel(), (half * w).ravel()


def integrated_strength(k):
    """df/du from the radial equation: length form, velocity form."""
    u = 1 + k * k
    r0, r_end = 1e-3, 100 + 100 / k
    d = (1 - k * k) / 10

    def rhs(r, y):
        g = 2 * r * np.exp(-r) * y[0]
        return [y[1], (2 / r**2 - 2 / r - k * k) * y[0], r * g, 2 * g / u]

    start = [r0**2 * (1 - r0 / 2 + d * r0**2),
             2 * r0 - 1.5 * r0**2 + 4 * d * r0**3,
             2 * r0**5 / 5, r0**4 / u]
    sol = solve_ivp(rhs, (r0, r_end), start, method="DOP853",
                    rtol=1e-11, atol=1e-15)
    assert sol.success
    w, dw, length, velocity = sol.y[:, -1]
    # amplitude of the outgoing standing wave by the WKB form at large r
    p = np.sqrt(k * k + 2 / r_end - 2 / r_end**2)
    dp = (-1 / r_end**2 + 2 / r_end**3) / p
    amp2 = p * w**2 + (dw + dp * w / (2 * p))**2 / p
    return (u / 3 * length**2 / (np.pi * amp2),
            u / 3 * velocity**2 / (np.pi * amp2))


ode_error = 0.0
for k in (0.3, 0.7, 1.0, 2.0, 5.0, 20.0):
    length, velocity = integrated_strength(k)
    for value in (length, velocity):
        ode_error = max(ode_error, abs(value / strength(k) - 1))
assert ode_error < 2e-5
# the last case, k = 20, also tests the tail and its first correction
tail_ratio_20 = length / tail(401.0)
assert abs(tail_ratio_20 - (1 - np.pi / 20)) < 8 / 20**2

# threshold from the zero-energy Coulomb wave sqrt(r) J3(sqrt(8 r))
zero_integral = quad(lambda r: 2 * r**2.5 * np.exp(-r) * jv(3, np.sqrt(8 * r)),
                     0, 60, epsabs=1e-12, limit=200)[0]
threshold_numeric = zero_integral**2 / 3
assert abs(threshold_numeric / THRESHOLD - 1) < 1e-8
assert abs(strength(1e-3) / THRESHOLD - 1) < 1e-5

# plane-wave final states
r_pw, w_pw = panels(np.linspace(0, 40, 401), 12)


def plane_wave_strength(k):
    u = 1 + k * k
    free = k * r_pw * spherical_jn(1, k * r_pw) / np.sqrt(np.pi * k)
    length = np.sum(w_pw * 2 * r_pw**2 * np.exp(-r_pw) * free)
    velocity = 2 / u * np.sum(w_pw * 2 * r_pw * np.exp(-r_pw) * free)
    return u / 3 * length**2, u / 3 * velocity**2


for k in (0.1, 1.0, 30.0):
    pl, pv = plane_wave_strength(k)
    assert abs(pl / pv - 4) < 1e-5
assert abs(pv / tail(901.0) - 1) < 3e-3
pw_low = plane_wave_strength(0.01)[1] / plane_wave_strength(0.005)[1]
assert abs(pw_low - 8) < 0.01        # vanishes as k^3 at threshold

# bound lines 1s -> np by quadrature, then the sum rule
x_l, w_l = np.polynomial.laguerre.laggauss(40)


def line_strength(n):
    s = 1 + 1 / n
    r = x_l / s
    norm = np.sqrt((2 / n)**3 * factorial(n - 2) / (2 * n * factorial(n + 1)))
    poly = norm * (2 / n) * r**2 * eval_genlaguerre(n - 2, 3, 2 * r / n)
    dipole = np.sum(w_l * 2 * r**2 * poly) / s
    return (1 - 1 / n**2) * dipole**2 / 3


lines = [line_strength(n) for n in range(2, 31)]
assert abs(lines[-1] * 30**3 / 2 / THRESHOLD - 1) < 0.01
bound_sum = sum(lines) + 2 * THRESHOLD * zeta(3, 31)
continuum = (quad(lambda k: 2 * k * strength(k), 0, 3, epsabs=1e-11)[0]
             + quad(lambda k: 2 * k * strength(k), 3, np.inf, epsabs=1e-11)[0])
assert abs(bound_sum + continuum - 1) < 1e-5


def slope(u):
    h = 1e-4
    up, down = u * np.exp(h), u * np.exp(-h)
    return np.log(strength(np.sqrt(up - 1))
                  / strength(np.sqrt(down - 1))) / (2 * h)


assert abs(slope(1.0005) + 8 / 3) < 0.01
assert abs(slope(1e6) + 3.5) < 0.01

# ---------------- phosphorus-like donor in silicon, rough parameters -------
mass, eps, donors = 0.30, 11.7, 1e15          # m0, relative, cm^-3
m_t, m_l, gap = 0.19, 0.92, 1100.0            # m0, m0, meV
lattice, valley_gap = 0.543, 0.15             # nm, fraction of 2 pi/lattice
real_binding, valley_orbit = 45.0, 12.0       # meV, rough measured sizes
index = np.sqrt(eps)
ry = sc.value("Rydberg constant times hc in eV") * 1e3
a0 = sc.value("Bohr radius") * 1e9
R = ry * mass / eps**2
a = a0 * eps / mass
hc = sc.h * sc.c / sc.e * 1e9                 # meV um
unit = 4 * np.pi**2 * sc.alpha / index * (a * 1e-7)**2     # cm^2
sigma_th = unit * THRESHOLD

# anisotropic mass: ellipsoidal exponential trial state


def ellipsoid_energy(gamma):
    def energy(log_ab):
        A, B = np.exp(log_ab)
        coul = quad(lambda c: 1 / np.sqrt(A**2 * (1 - c * c) + B**2 * c * c),
                    0, 1)[0]
        return 2 / (3 * A**2) + gamma / (3 * B**2) - 2 * coul
    return minimize(energy, [0.0, -0.3], method="Nelder-Mead",
                    options={"xatol": 1e-7, "fatol": 1e-10}).fun


assert abs(ellipsoid_energy(1.0) + 1) < 1e-7
R_aniso = -ellipsoid_energy(m_t / m_l) * ry * m_t / eps**2
sum_rule_ratio = mass * (2 / m_t + 1 / m_l) / 3

# central cell: s state with binding 1/nu^2, unchanged Coulomb p waves
r_q, w_q = panels([0, 0.01, 0.1, 1, 5, 15, 40], 24)


def defect_strength(nu, k):
    z = 2 * r_q / nu
    s_wave = np.array([float(mp.re(mp.hyperu(1 - nu, 2, zz))) for zz in z])
    s_wave = s_wave * z * np.exp(-z / 2)
    s_wave /= np.sqrt(np.sum(w_q * s_wave**2))
    if k == 0:
        p_wave = np.sqrt(r_q) * jv(3, np.sqrt(8 * r_q))
    else:
        p_wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * rr)))
                           for rr in r_q]) / np.sqrt(np.pi * k)
    return (1 / nu**2 + k * k) / 3 * np.sum(w_q * s_wave * r_q * p_wave)**2


k_60 = np.sqrt(60 / R - 1)
assert abs(defect_strength(1.0, 0) / THRESHOLD - 1) < 1e-6
assert abs(defect_strength(1.0, k_60) / strength(k_60) - 1) < 1e-6
nu = np.sqrt(R / real_binding)
cell_th = unit * defect_strength(nu, 0)
cell_60 = unit * defect_strength(nu, np.sqrt((60 - real_binding) / R))


def ground_fraction(T):
    """Share of donors in the neutral ground state, no compensation."""
    kT = sc.k * T / sc.e * 1e3
    m_dos = (m_t**2 * m_l)**(1 / 3) * sc.m_e
    Nc = 12 * (m_dos * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
    levels = 1 + 5 * np.exp(-valley_orbit / kT)
    n1 = Nc / (2 * levels) * np.exp(-real_binding / kT)
    free = 2 * n1 * donors / (n1 + np.sqrt(n1**2 + 4 * n1 * donors))
    return (1 - free / donors) / levels


k_edge = valley_gap * 2 * np.pi / lattice
E_edge = (sc.hbar * k_edge * 1e9)**2 / (2 * m_l * sc.m_e) / sc.e * 1e3
u_edge = 1 + E_edge / R
k_tail = brentq(lambda k: strength(k) / tail(1 + k * k) - 0.9, 5, 300)
E_tail = (1 + k_tail**2) * R / 1e3
photon_phase = 2 * np.pi * index * a / (hc / R * 1e3)

print(f"largest relative error, radial equation: {ode_error:.1e}")
print(f"threshold df/du, formula: {THRESHOLD:.6f}")
print(f"threshold df/du, Bessel integral: {threshold_numeric:.6f}")
print(f"integrated / tail law at k=20: {tail_ratio_20:.4f}")
print(f"1 - pi/k at k=20: {1 - np.pi / 20:.4f}")
print(f"bound-line strength: {bound_sum:.5f}")
print(f"continuum strength: {continuum:.5f}")
print(f"total strength: {bound_sum + continuum:.5f}")
pl, pv = plane_wave_strength(1.0)
print(f"df/du at u=2, Coulomb wave: {strength(1.0):.5f}")
print(f"df/du at u=2, plane wave, length: {pl:.5f}")
print(f"df/du at u=2, plane wave, velocity: {pv:.5f}")
print(f"input mass: {mass:.2f} m0; permittivity: {eps:.1f}")
print(f"input donor density: {donors:.1e} cm^-3")
print(f"refractive index: {index:.3f}")
print(f"donor radius: {a:.3f} nm")
print(f"binding energy: {R:.2f} meV")
print(f"threshold wavelength: {hc / R:.2f} um")
print(f"threshold cross section: {sigma_th:.3e} cm^2")
print(f"threshold absorption: {donors * sigma_th:.3f} cm^-1")
for u in (1.5, 2.0, 3.0, 5.0):
    s = unit * strength(np.sqrt(u - 1))
    print(f"u={u:.1f}: {u * R:.2f} meV, {s:.3e} cm^2, slope {slope(u):.3f}")
print(f"slope near threshold (u=1.0005): {slope(1.0005):.3f}")
print(f"input masses: transverse {m_t:.2f}, longitudinal {m_l:.2f} m0")
print(f"anisotropic variational binding: {R_aniso:.2f} meV")
print(f"anisotropic/isotropic total absorption: {sum_rule_ratio:.3f}")
print(f"input rough real binding: {real_binding:.0f} meV")
print(f"effective quantum number: {nu:.4f}")
print(f"central-cell threshold cross section: {cell_th:.3e} cm^2")
print(f"central-cell cross section at 60 meV: {cell_60:.3e} cm^2")
print(f"hydrogenic cross section at 60 meV: {unit * strength(k_60):.3e} cm^2")
print(f"input rough valley-orbit gap: {valley_orbit:.0f} meV")
print(f"ground-state fraction at 10 K: {ground_fraction(10):.4f}")
print(f"ground-state fraction at 77 K: {ground_fraction(77):.4f}")
print(f"photon wave number times radius: {photon_phase:.2e}")
print(f"donor density times radius cubed: {donors * (a * 1e-7)**3:.2e}")
print(f"valley minimum to zone boundary: {k_edge:.3f} nm^-1")
print(f"kinetic energy there (parabolic): {E_edge:.1f} meV")
print(f"photon energy there: {u_edge * R:.1f} meV")
print(f"slope there: {slope(u_edge):.3f}")
print(f"formula / tail law there: "
      f"{strength(np.sqrt(u_edge - 1)) / tail(u_edge):.3f}")
print(f"tail law within 10% above: {E_tail:.1f} eV")
print(f"input rough band gap: {gap / 1e3:.1f} eV")
assert E_tail * 1e3 > gap > u_edge * R
print("all assertions hold")
```

Running it gives:

```
largest relative error, radial equation: 6.0e-07
threshold df/du, formula: 0.781467
threshold df/du, Bessel integral: 0.781467
integrated / tail law at k=20: 0.8586
1 - pi/k at k=20: 0.8429
bound-line strength: 0.56500
continuum strength: 0.43500
total strength: 1.00000
df/du at u=2, Coulomb wave: 0.11545
df/du at u=2, plane wave, length: 0.84883
df/du at u=2, plane wave, velocity: 0.21221
input mass: 0.30 m0; permittivity: 11.7
input donor density: 1.0e+15 cm^-3
refractive index: 3.421
donor radius: 2.064 nm
binding energy: 29.82 meV
threshold wavelength: 41.58 um
threshold cross section: 2.803e-15 cm^2
threshold absorption: 2.803 cm^-1
u=1.5: 44.73 meV, 9.300e-16 cm^2, slope -2.776
u=2.0: 59.63 meV, 4.142e-16 cm^2, slope -2.847
u=3.0: 89.45 meV, 1.282e-16 cm^2, slope -2.934
u=5.0: 149.09 meV, 2.796e-17 cm^2, slope -3.027
slope near threshold (u=1.0005): -2.667
input masses: transverse 0.19, longitudinal 0.92 m0
anisotropic variational binding: 29.61 meV
anisotropic/isotropic total absorption: 1.161
input rough real binding: 45 meV
effective quantum number: 0.8140
central-cell threshold cross section: 1.990e-15 cm^2
central-cell cross section at 60 meV: 1.114e-15 cm^2
hydrogenic cross section at 60 meV: 4.070e-16 cm^2
input rough valley-orbit gap: 12 meV
ground-state fraction at 10 K: 1.0000
ground-state fraction at 77 K: 0.2000
photon wave number times radius: 1.07e-03
donor density times radius cubed: 8.79e-06
valley minimum to zone boundary: 1.736 nm^-1
kinetic energy there (parabolic): 124.8 meV
photon energy there: 154.6 meV
slope there: -3.033
formula / tail law there: 0.326
tail law within 10% above: 25.5 eV
input rough band gap: 1.1 eV
all assertions hold
```
